**Equibiaxial stress from a luminescence line shift in alumina**

For a flat, untextured alumina scale with a free surface, the equibiaxial stress is $s=3\Delta/(2\Pi)$, where $\Delta$ is the line shift and $\Pi$ is the shift per unit mean stress. For $\Delta=-15.2\ \mathrm{cm^{-1}}$ and $\Pi=7.61\ \mathrm{cm^{-1}/GPa}$ the output gives $s=-2.996$ GPa, which is compression. The program contracts an explicit single-crystal shift tensor over a quadrature of rotations and asserts that a root search in this model finds the same stress as the formula. It also asserts that two misreadings of the coefficient fail to return the measured shift. Further assertions cover the elastic strain, the single-grain shifts and their spread, the uniform-strain limit, the radial stress on a spherical bump and the nonlinearity of the line shift. Apart from the given shift and coefficient, the material parameters are rough typical values. Among the effects sized, a texture with the $c$ axis normal to the film is the largest, at 7.8% of the stress.

## Program and output

```python
"""
Result under test: a luminescence line of alumina shifts by
    shift = Pi * (s11 + s22 + s33) / 3
in an untextured polycrystal, so a flat scale with s11 = s22 = s, s33 = 0 has
    s = 3 * shift / (2 * Pi).
shift: line shift (cm^-1); Pi: trace of the single-crystal shift tensor P
(cm^-1/GPa); s: equibiaxial stress (GPa), tension positive.
The tests contract explicit tensors over a quadrature of crystal rotations.
Material parameters other than shift and Pi are rough typical values.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Given data
shift = -15.2
Pi = 7.61

# Rough split of the shift tensor over the crystal axes a, m, c
P_a, P_m = 2.7, 2.8
P_c = Pi - P_a - P_m
P = np.diag([P_a, P_m, P_c])


def rotation_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rotation_x(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[1.0, 0, 0], [0, c, -s], [0, s, c]])


# Rotations from crystal to film axes, with weights of the uniform measure
nodes, node_weights = np.polynomial.legendre.leggauss(6)
angles = 2 * np.pi * np.arange(8) / 8
rotations, weights = [], []
for cosine, w in zip(nodes, node_weights):
    for first in angles:
        for last in angles:
            rotations.append(rotation_z(first) @ rotation_x(np.arccos(cosine))
                             @ rotation_z(last))
            weights.append(w / 2 / len(angles) ** 2)
rotations, weights = np.array(rotations), np.array(weights)
assert abs(weights.sum() - 1) < 1e-12


def to_crystal(tensor):
    return np.einsum('nki,kl,nlj->nij', rotations, tensor, rotations)


def grain_shifts(film_stress):
    return np.einsum('ij,nij->n', P, to_crystal(film_stress))


def mean_shift(film_stress):
    return weights @ grain_shifts(film_stress)


def biaxial(s):
    return np.diag([s, s, 0.0])


# Orientation average for a general stress state with shear
general = np.array([[1.3, 0.4, -0.2], [0.4, -2.1, 0.7], [-0.2, 0.7, 0.5]])
assert abs(mean_shift(general) - Pi * np.trace(general) / 3) < 1e-10

# Main result: formula against root search in the forward model
stress = 3 * shift / (2 * Pi)
stress_root = brentq(lambda s: mean_shift(biaxial(s)) - shift, -20, 20,
                     xtol=1e-12)
assert abs(stress - stress_root) < 1e-9
mean_stress = shift / Pi
assert abs(np.trace(biaxial(stress_root)) / 3 - mean_stress) < 1e-9

# Wrong readings do not give back the measured shift
wrong_mean = shift / Pi
wrong_trace = shift / (2 * Pi)
back_mean = mean_shift(biaxial(wrong_mean))
back_trace = mean_shift(biaxial(wrong_trace))
assert abs(back_mean - shift) > 1 and abs(back_trace - shift) > 1

# In-plane elastic strain: formula against Hooke's law as a linear system
young, poisson, cooling = 400.0, 0.24, 1000.0
strain = stress * (1 - poisson) / young
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
hooke = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
strain_solved = np.linalg.solve(hooke, [stress, stress, 0.0])
assert np.allclose(strain_solved[:2], strain, rtol=1e-10)
mismatch = abs(strain) / cooling

# Texture: one grain shifts by s * (Pi - n.P.n), n = film normal in crystal
per_grain = grain_shifts(biaxial(stress))
normals = rotations[:, 2, :]
formula = stress * (Pi - np.einsum('ni,ij,nj->n', normals, P, normals))
assert np.allclose(per_grain, formula, atol=1e-10)
stress_c_normal = shift / (Pi - P_c)
stress_m_normal = shift / (Pi - P_m)
turn = rotation_x(np.pi / 2)
for R, s in ((np.eye(3), stress_c_normal), (turn, stress_m_normal)):
    assert abs(np.sum(P * (R.T @ biaxial(s) @ R)) - shift) < 1e-10
deviator = P - Pi / 3 * np.eye(3)
spread = abs(stress) * np.sqrt(2 * np.sum(deviator ** 2) / 15)
spread_direct = np.sqrt(weights @ (per_grain - shift) ** 2)
assert abs(spread - spread_direct) < 1e-9

# Uniform-strain limit with a full trigonal stiffness (rough values, GPa)
C11, C12, C13, C33, C44, C14 = 500.0, 160.0, 120.0, 500.0, 150.0, -20.0
voigt = np.zeros((6, 6))
voigt[:3, :3] = [[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]]
voigt[3, 3] = voigt[4, 4] = C44
voigt[5, 5] = (C11 - C12) / 2
voigt[0, 3] = voigt[3, 0] = voigt[4, 5] = voigt[5, 4] = C14
voigt[1, 3] = voigt[3, 1] = -C14
assert np.linalg.eigvalsh(voigt).min() > 0
index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
stiffness = voigt[index[:, :, None, None], index[None, None, :, :]]


def uniform_strain_response(film_strain):
    local = np.einsum('ijkl,nkl->nij', stiffness, to_crystal(film_strain))
    film = np.einsum('n,nik,nkl,njl->ij', weights, rotations, local, rotations)
    return film, weights @ np.einsum('ij,nij->n', P, local)


q_a, q_c = C11 + C12 + C13, 2 * C13 + C33
Pi_uniform = 3 * ((P_a + P_m) * q_a + P_c * q_c) / (2 * q_a + q_c)
film_1, shift_1 = uniform_strain_response(np.diag([1.0, 1.0, 0.0]))
film_2, shift_2 = uniform_strain_response(np.diag([0.0, 0.0, 1.0]))
ratio = -film_1[2, 2] / film_2[2, 2]
film_free = film_1 + ratio * film_2
assert np.allclose(film_free, biaxial(film_free[0, 0]), atol=1e-8)
Pi_direct = (shift_1 + ratio * shift_2) / (np.trace(film_free) / 3)
assert abs(Pi_direct - Pi_uniform) < 1e-9
stress_uniform = 3 * shift / (2 * Pi_uniform)

# Thermal self-stress of grains: tension along c, zero film average
self_c = 0.2
self_stress = np.diag([-self_c / 2, -self_c / 2, self_c])
film_average = np.einsum('n,nik,kl,njl->ij', weights, rotations, self_stress,
                         rotations)
assert np.allclose(film_average, 0, atol=1e-12)
self_shift = self_c * (P_c - (P_a + P_m) / 2)
assert abs(np.sum(P * self_stress) - self_shift) < 1e-12

# Spherical bump with uniform hoop stress and free outer surface
thickness, radius = 2.0, 20.0
stress_bump = stress / (1 - thickness / (2 * radius))


def equilibrium(r, y):
    return [2 * (stress_bump - y[0]) / r, y[0]]


solution = solve_ivp(equilibrium, (radius + thickness, radius), [0.0, 0.0],
                     rtol=1e-10, atol=1e-12)
radial_mean = -solution.y[1, -1] / thickness
assert abs(radial_mean + stress_bump * thickness / radius) < 1e-7
bump_tensor = np.diag([stress_bump, stress_bump, radial_mean])
assert abs(mean_shift(bump_tensor) - shift) < 1e-6

# Curvature of the line shift: p = (A/B) * ((lambda/lambda0)**B - 1)
A, B, line = 1900.0, 8.0, 14400.0
pressure = -mean_stress
curved = line * ((1 + B * pressure / A) ** (-1 / B) - 1)
straight = -line * pressure / A
deviation = 1 - curved / straight
deviation_formula = (B + 1) * pressure / (2 * A)
assert abs(deviation - deviation_formula) < 1e-4
slope = line / A
assert abs(slope / Pi - 1) < 0.02

# Line-position errors turned into stress
biaxial_coefficient = 2 * Pi / 3
temperature_slope, temperature_error = -0.14, 5.0
chromium_slope, chromium = 1.0, 0.5
reading = 0.1
effects = {
    'texture, c axis normal to film': abs(stress_c_normal - stress),
    'texture, m axis normal to film': abs(stress_m_normal - stress),
    'uniform strain in grains': abs(stress_uniform - stress),
    'thermal self-stress of grains': abs(self_shift) / biaxial_coefficient,
    'curved interface': abs(stress_bump - stress),
    'curvature of line shift': abs(stress) * deviation,
    'temperature error': abs(temperature_slope * temperature_error)
    / biaxial_coefficient,
    'chromium content': chromium_slope * chromium / biaxial_coefficient,
    'reading error': reading / biaxial_coefficient,
}
largest = max(effects, key=effects.get)
assert effects[largest] < 0.1 * abs(stress)

print(f"Line shift: {shift:.1f} cm^-1")
print(f"Coefficient Pi of mean stress: {Pi:.2f} cm^-1/GPa")
print(f"Biaxial coefficient 2 Pi/3: {biaxial_coefficient:.3f} cm^-1/GPa")
print(f"Mean stress: {mean_stress:.3f} GPa")
print(f"Stress trace: {3 * mean_stress:.3f} GPa")
print(f"Equibiaxial stress, formula: {stress:.3f} GPa")
print(f"Equibiaxial stress, root search: {stress_root:.3f} GPa")
print(f"Equibiaxial stress: {1000 * stress:.0f} MPa")
print(f"Wrong: mean stress taken as s: {wrong_mean:.3f} GPa")
print(f"  shift it would give: {back_mean:.2f} cm^-1")
print(f"Wrong: Pi times whole trace: {wrong_trace:.3f} GPa")
print(f"  shift it would give: {back_trace:.2f} cm^-1")
print(f"Rough P along a, m, c: {P_a:.2f}, {P_m:.2f}, {P_c:.2f} cm^-1/GPa")
print(f"Rough Young modulus: {young:.0f} GPa; Poisson ratio: {poisson:.2f}")
print(f"In-plane elastic strain: {100 * strain:.3f} percent")
print(f"Cooling interval: {cooling:.0f} K")
print(f"Expansion mismatch needed: {1e6 * mismatch:.2f} 1e-6/K")
print(f"Stress if c axis normal to film: {stress_c_normal:.3f} GPa")
print(f"Stress if m axis normal to film: {stress_m_normal:.3f} GPa")
print(f"Spread of grain shifts (rms): {spread:.2f} cm^-1")
print(f"Rough C11, C12, C13: {C11:.0f}, {C12:.0f}, {C13:.0f} GPa")
print(f"Rough C33, C44, C14: {C33:.0f}, {C44:.0f}, {C14:.0f} GPa")
print(f"q along a and c: {q_a:.0f}, {q_c:.0f} GPa")
print(f"Pi in uniform-strain limit: {Pi_uniform:.3f} cm^-1/GPa")
print(f"Stress in uniform-strain limit: {stress_uniform:.3f} GPa")
print(f"Rough grain self-stress along c: {self_c:.1f} GPa")
print(f"Shift from grain self-stress: {self_shift:.3f} cm^-1")
print(f"Scale thickness: {thickness:.0f} um; bump radius: {radius:.0f} um")
print(f"Mean radial stress in bump: {radial_mean:.3f} GPa")
print(f"Stress corrected for bump: {stress_bump:.3f} GPa")
print(f"Rough pressure law: A = {A:.0f} GPa, B = {B:.0f} (no unit)")
print(f"Rough line position: {line:.0f} cm^-1")
print(f"Slope from pressure law: {slope:.2f} cm^-1/GPa")
print(f"Deviation from straight line: {100 * deviation:.2f} percent")
print(f"Rough temperature slope: {temperature_slope:.2f} cm^-1/K")
print(f"Temperature error: {temperature_error:.0f} K")
print(f"Rough chromium slope (size): {chromium_slope:.0f} cm^-1 per wt%")
print(f"Chromium content: {chromium:.1f} wt%")
print(f"Reading error: {reading:.1f} cm^-1")
for name, size in effects.items():
    print(f"Stress change, {name}: {size:.3f} GPa")
print(f"Largest sized effect: {largest}")
print(f"  relative size: {100 * effects[largest] / abs(stress):.1f} percent")
print("finished without a failed check")
```

Output:

```
Line shift: -15.2 cm^-1
Coefficient Pi of mean stress: 7.61 cm^-1/GPa
Biaxial coefficient 2 Pi/3: 5.073 cm^-1/GPa
Mean stress: -1.997 GPa
Stress trace: -5.992 GPa
Equibiaxial stress, formula: -2.996 GPa
Equibiaxial stress, root search: -2.996 GPa
Equibiaxial stress: -2996 MPa
Wrong: mean stress taken as s: -1.997 GPa
  shift it would give: -10.13 cm^-1
Wrong: Pi times whole trace: -0.999 GPa
  shift it would give: -5.07 cm^-1
Rough P along a, m, c: 2.70, 2.80, 2.11 cm^-1/GPa
Rough Young modulus: 400 GPa; Poisson ratio: 0.24
In-plane elastic strain: -0.569 percent
Cooling interval: 1000 K
Expansion mismatch needed: 5.69 1e-6/K
Stress if c axis normal to film: -2.764 GPa
Stress if m axis normal to film: -3.160 GPa
Spread of grain shifts (rms): 0.58 cm^-1
Rough C11, C12, C13: 500, 160, 120 GPa
Rough C33, C44, C14: 500, 150, -20 GPa
q along a and c: 780, 740 GPa
Pi in uniform-strain limit: 7.632 cm^-1/GPa
Stress in uniform-strain limit: -2.987 GPa
Rough grain self-stress along c: 0.2 GPa
Shift from grain self-stress: -0.128 cm^-1
Scale thickness: 2 um; bump radius: 20 um
Mean radial stress in bump: 0.315 GPa
Stress corrected for bump: -3.154 GPa
Rough pressure law: A = 1900 GPa, B = 8 (no unit)
Rough line position: 14400 cm^-1
Slope from pressure law: 7.58 cm^-1/GPa
Deviation from straight line: 0.47 percent
Rough temperature slope: -0.14 cm^-1/K
Temperature error: 5 K
Rough chromium slope (size): 1 cm^-1 per wt%
Chromium content: 0.5 wt%
Reading error: 0.1 cm^-1
Stress change, texture, c axis normal to film: 0.232 GPa
Stress change, texture, m axis normal to film: 0.164 GPa
Stress change, uniform strain in grains: 0.009 GPa
Stress change, thermal self-stress of grains: 0.025 GPa
Stress change, curved interface: 0.158 GPa
Stress change, curvature of line shift: 0.014 GPa
Stress change, temperature error: 0.138 GPa
Stress change, chromium content: 0.099 GPa
Stress change, reading error: 0.020 GPa
Largest sized effect: texture, c axis normal to film
  relative size: 7.8 percent
finished without a failed check
```
